# Simpson and trapezoid rules for point-nucleus hyperfine integrals: a program that tests the result

```python
"""Quadrature of the point-nucleus hyperfine integral I = int P Q / r^2 dr.

Result under test: near r=0 the integrand behaves as r^a, a = 2*gamma-2.
Uniform trapezoid and Simpson rules then both have error ~ h^(a+1).
Exact integration of a shrinking first interval [0,h] keeps that power;
exact integration of a FIXED interval [0,x0] restores orders 2 and 4.
Symbols: Z nuclear charge, kappa Dirac quantum number, c = 1/alpha,
gamma = sqrt(kappa^2-(Z alpha)^2), x = 2 Z r for 1s, h = step in x.
Scaled integral: J = int_0^inf x^a exp(-x) dx. Atomic units throughout.
"""
import numpy as np
import mpmath as mp
from scipy.constants import fine_structure as alpha
from scipy.integrate import solve_ivp
from scipy.special import gamma as Gamma

mp.mp.dps = 30
c = 1.0 / alpha
XMAX = 40.0   # exp(-40) is below double-precision resolution of J


def gamma_of(Z, kappa=-1):
    return np.sqrt(kappa**2 - (Z * alpha)**2)


def integrand(a):
    return lambda x: x**a * np.exp(-x)


def rule(f, start, h, n, simpson):
    """Composite rule with n intervals; a node at zero is dropped."""
    x = start + h * np.arange(n + 1)
    y = np.zeros(n + 1)
    y[x > 0] = f(x[x > 0])
    if simpson:
        assert n % 2 == 0
        return h / 3 * (y[0] + y[-1] + 4 * y[1:-1:2].sum()
                        + 2 * y[2:-1:2].sum())
    return h * (y.sum() - 0.5 * (y[0] + y[-1]))


def dirac_series(Z, terms=16):
    """Coefficients w_k of PQ/(p0 q0 x^(2 gamma)) for 1s by recursion."""
    g, za, kappa = gamma_of(Z), Z * alpha, -1
    e_over_c = -c * za**2 / (1 + g)
    scale = 1 / (2 * Z)
    p, q = [1.0], [-za / (g - kappa)]
    for k in range(1, terms):
        matrix = [[g + k + kappa, -za], [za, g + k - kappa]]
        rhs = [scale * (2 * c + e_over_c) * q[-1],
               -scale * e_over_c * p[-1]]
        pk, qk = np.linalg.solve(matrix, rhs)
        p.append(pk)
        q.append(qk)
    return np.convolve(p, q)[:terms] / (p[0] * q[0])


def inner_part(w, a, x0):
    k = np.arange(len(w))
    return np.sum(w * x0**(a + k + 1) / (a + k + 1))


def order(coarse, fine):
    return np.log2(abs(coarse / fine))


# Origin exponent, also with a screened potential and a generic start vector
Z = 80
g = gamma_of(Z)
a = 2 * g - 2
J = Gamma(a + 1)


def screened_dirac(t, y):
    r = np.exp(t)
    kinetic = (-1000.0 + Z * np.exp(-r) / r) / c
    return [y[0] + r * (2 * c + kinetic) * y[1],
            -y[1] - r * kinetic * y[0]]


t_end = np.log(1e-6)
sol = solve_ivp(screened_dirac, (np.log(1e-12), t_end), [1.0, 0.0],
                t_eval=[t_end - 1, t_end], rtol=1e-10, atol=1e-13)
product = np.abs(sol.y[0] * sol.y[1])
slope = np.log(product[1] / product[0])
# The next series term changes the slope by about 1e-4 at this radius.
assert abs(slope - 2 * g) < 5e-4

# The 1s functions solve the Dirac equation; integral from its definition
gm, am = mp.mpf(float(g)), mp.mpf(alpha)
gm = mp.sqrt(1 - (Z * am)**2)
cm = 1 / am
em = cm**2 * (gm - 1)
P = lambda r: r**gm * mp.exp(-Z * r)
Q = lambda r: -Z * am / (1 + gm) * P(r)
for r in (mp.mpf('0.003'), mp.mpf('0.02'), mp.mpf('0.07')):
    kin = (em + Z / r) / cm
    res1 = mp.diff(P, r) - P(r) / r - (2 * cm + kin) * Q(r)
    res2 = mp.diff(Q, r) + Q(r) / r + kin * P(r)
    assert abs(res1 / P(r)) < 1e-9 and abs(res2 / P(r)) < 1e-9
cuts = [0, mp.mpf(1) / Z, mp.mpf(8) / Z, mp.mpf(40) / Z]
norm = mp.quad(lambda r: P(r)**2 + Q(r)**2, cuts)
I_direct = float(mp.quad(lambda r: P(r) * Q(r) / r**2, cuts) / norm)
I_formula = -Z**3 * alpha / (g * (2 * g - 1))
assert abs(I_direct / I_formula - 1) < 1e-10

# Recursion reproduces the series of the exponential
w = dirac_series(Z)
w_H = dirac_series(1)
taylor = np.array([(-1)**k / float(mp.factorial(k)) for k in range(16)])
assert np.max(abs(w - taylor)) < 1e-10
assert np.max(abs(w_H - taylor)) < 1e-10

# The zeta value as the finite part of an explicit power sum
n = 10**6
finite_part = (np.sum(np.arange(1, n + 1, dtype=float)**a)
               - n**(a + 1) / (a + 1) - n**a / 2)
zeta = float(mp.zeta(-a))
assert abs(finite_part - zeta) < 1e-7

# Leading error coefficients against actual quadrature errors
coef = [zeta,
        zeta * (4 - 2**(a + 1)) / 3,
        zeta - 0.5 + 1 / (a + 1),
        ((2 + 2**(a + 1)) * zeta - 1) / 3 + 1 / (a + 1)]
X0 = 0.5


def six_errors(h, a, w):
    f, exact, n = integrand(a), Gamma(a + 1), int(round(XMAX / h))
    out = []
    for start in (0.0, h, X0):
        inner = inner_part(w, a, start) if start > 0 else 0.0
        for simpson in (False, True):
            out.append(inner + rule(f, start, h, n, simpson) - exact)
    return np.array(out)


h_small = XMAX / 2**18
fine_errors = six_errors(h_small, a, w)
finer_errors = six_errors(h_small / 2, a, w)
asymptotic = [order(fine_errors[i], finer_errors[i]) for i in range(4)]
for i in range(4):
    assert abs(fine_errors[i] / h_small**(a + 1) / coef[i] - 1) < 2e-3
    assert abs(asymptotic[i] - (a + 1)) < 2e-3

steps = [0.1, 0.05, 0.025, 0.0125]
table = np.array([six_errors(h, a, w) for h in steps])
table_orders = [order(table[-2, i], table[-1, i]) for i in range(6)]
assert abs(table_orders[4] - 2) < 0.03
assert abs(table_orders[5] - 4) < 0.10

# Hydrogen: apparent order two, then the true small-step behaviour
a_H = 2 * gamma_of(1) - 2
C_H = float(mp.zeta(-a_H)) - 0.5 + 1 / (a_H + 1)
table_H = np.array([six_errors(h, a_H, w_H)[2] for h in steps])
order_H = order(table_H[-2], table_H[-1])
assert abs(order_H - 2) < 0.05
h_H = XMAX / 2**20
err_H = [six_errors(h, a_H, w_H)[2] for h in (h_H, h_H / 2)]
order_H_small = order(*err_H)
for h, err in zip((h_H, h_H / 2), err_H):
    assert abs(err / (C_H * h**(a_H + 1) + h**2 / 12) - 1) < 0.01
assert order_H_small < 1.7

# Logarithmic grid from a fixed smallest radius
r0 = 1e-6
x0 = 2 * Z * r0
length = np.log(XMAX / x0)
log_f = lambda t: (x0 * np.exp(t))**(a + 1) * np.exp(-x0 * np.exp(t))


def log_rule(n):
    # shift t by a harmless offset so that no node is treated as the origin
    return rule(lambda s: log_f(s - 1), 1.0, length / n, n, True)


bare = [log_rule(n) - J for n in (64, 128)]
inner = inner_part(w, a, x0)
cured = [b + inner for b in bare]
one_term = bare[1] + x0**(a + 1) / (a + 1)
log_order = order(*cured)
assert abs(bare[0] / bare[1] - 1) < 1e-4
assert abs(bare[1] / inner + 1) < 1e-4
assert abs(log_order - 4) < 0.1

# 2p3/2: vanishing integrand at the origin, Simpson order still reduced
a_p = 2 * gamma_of(Z, -2) - 2
errors_p = []
for n in (2**15, 2**16):
    errors_p.append(rule(integrand(a_p), 0.0, XMAX / n, n, True)
                    - Gamma(a_p + 1))
order_p = order(*errors_p)
assert abs(order_p - (a_p + 1)) < 0.03

h_needed = (1e-6 * J / abs(zeta))**(1 / (a + 1))

print(f"Nuclear charge Z = {Z}; speed of light c = {c:.6f} a.u.")
print(f"gamma (1s) = {g:.6f}; exponent a = {a:.6f}")
print(f"error power a+1 = {a+1:.6f}")
print(f"log slope of PQ, screened potential = {slope:.5f}")
print(f"2 gamma = {2*g:.5f}")
print(f"I by direct quadrature = {I_direct:.6f} bohr^-2")
print(f"I by closed formula = {I_formula:.6f} bohr^-2")
print(f"nonrelativistic limit -Z^3 alpha = {-Z**3*alpha:.6f} bohr^-2")
print(f"relativistic factor = {1/(g*(2*g-1)):.6f}")
print(f"scaled integral J = {J:.8f}")
print(f"zeta(-a) = {zeta:.7f}; explicit sum = {finite_part:.7f}")
labels = ["trapezoid, zero node dropped", "Simpson, zero node dropped",
          "trapezoid, [0,h] exact", "Simpson, [0,h] exact",
          "trapezoid, [0,0.5] exact", "Simpson, [0,0.5] exact"]
print("Leading error coefficients of h^(a+1), and small-step orders:")
for label, value, p in zip(labels[:4], coef, asymptotic):
    print(f"  {label}: {value:.6f}; order {p:.4f}")
print(f"step pair for these orders: {h_small:.3e}, {h_small/2:.3e}")
print("Relative errors for h = " + ", ".join(map(str, steps)))
for i, label in enumerate(labels):
    print(f"  {label}: " + ", ".join(f"{v:.3e}" for v in table[:, i] / J))
    print(f"    order from last two steps = {table_orders[i]:.4f}")
print(f"step for 1e-6 relative error, plain trapezoid = {h_needed:.3e}")
print(f"intervals then needed up to x=40: {XMAX/h_needed:.3e}")
print(f"Hydrogen: a = {a_H:.6e}; C_T = {C_H:.6e}")
print("Hydrogen relative errors, trapezoid with [0,h] exact:")
print("  " + ", ".join(f"{v:.3e}" for v in table_H / Gamma(a_H + 1)))
print(f"  order from last two steps = {order_H:.4f}")
print(f"  crossover step 12 C_T = {12*C_H:.3e}")
print(f"  order from h={h_H:.3e} to {h_H/2:.3e}: {order_H_small:.4f}")
print(f"Log grid: r0 = {r0:.1e} bohr; x0 = {x0:.3e}")
print(f"  steps in t = {length/64:.5f}, {length/128:.5f}")
print(f"  relative errors without inner part = "
      f"{bare[0]/J:.6e}, {bare[1]/J:.6e}")
print(f"  relative errors with inner series = "
      f"{cured[0]/J:.3e}, {cured[1]/J:.3e}")
print(f"  order with inner series = {log_order:.4f}")
print(f"  relative error with one inner term = {one_term/J:.3e}")
print(f"2p3/2: gamma = {gamma_of(Z,-2):.6f}; a = {a_p:.6f}")
print(f"  Simpson order = {order_p:.4f}; predicted = {a_p+1:.4f}")
print("all good")
```

It prints:

```
Nuclear charge Z = 80; speed of light c = 137.035999 a.u.
gamma (1s) = 0.811906; exponent a = -0.376188
error power a+1 = 0.623812
log slope of PQ, screened potential = 1.62371
2 gamma = 1.62381
I by direct quadrature = -7376.933013 bohr^-2
I by closed formula = -7376.933013 bohr^-2
nonrelativistic limit -Z^3 alpha = -3736.244513 bohr^-2
relativistic factor = 1.974425
scaled integral J = 1.43700021
zeta(-a) = -1.0730420; explicit sum = -1.0730420
Leading error coefficients of h^(a+1), and small-step orders:
  trapezoid, zero node dropped: -1.073042; order 0.6238
  Simpson, zero node dropped: -0.879558; order 0.6238
  trapezoid, [0,h] exact: 0.030005; order 0.6240
  Simpson, [0,h] exact: 0.003188; order 0.6239
step pair for these orders: 1.526e-04, 7.629e-05
Relative errors for h = 0.1, 0.05, 0.025, 0.0125
  trapezoid, zero node dropped: -1.748e-01, -1.143e-01, -7.449e-02, -4.843e-02
    order from last two steps = 0.6210
  Simpson, zero node dropped: -1.447e-01, -9.417e-02, -6.121e-02, -3.975e-02
    order from last two steps = 0.6228
  trapezoid, [0,h] exact: 5.712e-03, 3.481e-03, 2.178e-03, 1.386e-03
    order from last two steps = 0.6524
  Simpson, [0,h] exact: 5.477e-04, 3.486e-04, 2.241e-04, 1.448e-04
    order from last two steps = 0.6303
  trapezoid, [0,0.5] exact: 7.985e-04, 1.999e-04, 4.999e-05, 1.250e-05
    order from last two steps = 1.9999
  Simpson, [0,0.5] exact: 5.544e-06, 3.616e-07, 2.287e-08, 1.433e-09
    order from last two steps = 3.9957
step for 1e-6 relative error, plain trapezoid = 3.846e-10
intervals then needed up to x=40: 1.040e+11
Hydrogen: a = -5.325206e-05; C_T = 4.316681e-06
Hydrogen relative errors, trapezoid with [0,h] exact:
  7.544e-04, 1.984e-04, 5.091e-05, 1.291e-05
  order from last two steps = 1.9789
  crossover step 12 C_T = 5.180e-05
  order from h=3.815e-05 to 1.907e-05: 1.3437
Log grid: r0 = 1.0e-06 bohr; x0 = 1.600e-04
  steps in t = 0.19421, 0.09710
  relative errors without inner part = -4.781321e-03, -4.781315e-03
  relative errors with inner series = -5.707e-09, -3.565e-10
  order with inner series = 4.0008
  relative error with one inner term = 2.935e-07
2p3/2: gamma = 1.912901; a = 1.825803
  Simpson order = 2.8308; predicted = 2.8258
all good
```
